\section*{Ramsey Fringes from Two π/2 Pulses Compared with One π Pulse}

\section*{Problem}

A two-level atom has ground state $|g\rangle$, excited state $|e\rangle$ and transition angular frequency $\omega_0$. It starts in $|g\rangle$ and is driven by an oscillating field of angular frequency $\omega$. The detuning is $\Delta=\omega-\omega_0$ in angular frequency and $\delta=\Delta/2\pi$ in hertz. In the Ramsey sequence the field acts for a time $\tau$, is off for a dark time $T$, and acts again for a time $\tau$. Its Rabi frequency $\Omega$ satisfies $\Omega\tau=\pi/2$, so that each pulse is a $\pi/2$ pulse on resonance. The source keeps oscillating without a phase jump while the field is off.

\begin{enumerate}
\item[(a)] Find the probability $P(\Delta)$ that the atom is excited after the second pulse, for any $\Delta$, $\tau$ and $T$.
\item[(b)] Take the limit of short pulses. Find the full width at half maximum (FWHM) of the central fringe and the spacing of the fringes, in hertz.
\item[(c)] Find how the finite pulse length changes the width and the height of the fringes.
\item[(d)] Find the FWHM for a single $\pi$ pulse of duration $D$, and compare it with the Ramsey width at equal duration.
\item[(e)] Explain physically why the widths differ.
\item[(f)] Evaluate the results for $T=10$ ms and $\tau=0.5$ ms, and state what limits the comparison.
\end{enumerate}

Neglect decay, light shifts, and any spread of detuning or pulse area, unless stated otherwise.

\section*{Solution}

\subsection*{The Hamiltonian in the rotating frame}

Let $\sigma_z=|e\rangle\langle e|-|g\rangle\langle g|$ and $\sigma_x=|e\rangle\langle g|+|g\rangle\langle e|$. While the field is on,
\begin{equation}
H_{\rm lab}=\frac{\hbar\omega_0}{2}\sigma_z+\hbar\Omega\cos(\omega t)\,\sigma_x .
\end{equation}
Write the state as $e^{-i\omega t\sigma_z/2}|\psi\rangle$. This changes the phases of the two amplitudes but not the populations. The time derivative of the exponential subtracts $\hbar\omega\sigma_z/2$ from the Hamiltonian, and the operator $|e\rangle\langle g|$ acquires the factor $e^{i\omega t}$. Since
\begin{equation}
\cos(\omega t)\,e^{i\omega t}=\tfrac12\left(1+e^{2i\omega t}\right),
\end{equation}
the coupling has a constant part and a part oscillating at $2\omega$. The rotating-wave approximation drops the second part, which averages out when $\Omega$ and $|\Delta|$ are much smaller than $\omega$. What remains is
\begin{equation}
H=\frac{\hbar}{2}\left(\Omega\sigma_x-\Delta\sigma_z\right).
\end{equation}
Because the source phase is continuous, the same $\sigma_x$ appears in both pulses. In the dark time $\Omega=0$, but the frame still rotates at $\omega$, so the detuning term stays.

\subsection*{(a) Excitation probability}

Define $\Omega'=\sqrt{\Omega^2+\Delta^2}$ and $M=(\Omega\sigma_x-\Delta\sigma_z)/\Omega'$. Since $\sigma_x$ and $\sigma_z$ anticommute and each squares to one, $M^2=1$. The exponential series for one pulse then separates into even and odd powers:
\begin{equation}
U=e^{-iM\Omega'\tau/2}=\cos a-iM\sin a,\qquad a=\frac{\Omega'\tau}{2}.
\end{equation}
Its matrix elements are
\begin{align}
U_{eg}&=-i\frac{\Omega}{\Omega'}\sin a,\\
U_{ee}&=\cos a+i\frac{\Delta}{\Omega'}\sin a,\qquad U_{gg}=U_{ee}^* .
\end{align}
In the dark time $H=-\hbar\Delta\sigma_z/2$, so the amplitude of $|e\rangle$ is multiplied by $e^{i\Delta T/2}$ and that of $|g\rangle$ by $e^{-i\Delta T/2}$.

Two paths lead from $|g\rangle$ to $|e\rangle$. The atom can be excited by the first pulse and stay excited through the second, or stay in $|g\rangle$ through the first and be excited by the second. With $\varphi=\Delta T/2$, the sum of the amplitudes is
\begin{align}
A_e&=U_{ee}e^{i\varphi}U_{eg}+U_{eg}e^{-i\varphi}U_{gg}\nonumber\\
&=U_{eg}\left[U_{ee}e^{i\varphi}+\left(U_{ee}e^{i\varphi}\right)^*\right]
=2U_{eg}\,\mathrm{Re}\left(U_{ee}e^{i\varphi}\right).
\end{align}
The real part is $\cos a\cos\varphi-(\Delta/\Omega')\sin a\sin\varphi$. Therefore
\begin{equation}
P=4\frac{\Omega^2}{\Omega'^2}\sin^2a
\left[\cos a\cos\frac{\Delta T}{2}-\frac{\Delta}{\Omega'}\sin a\sin\frac{\Delta T}{2}\right]^2 .
\label{full}
\end{equation}

\subsection*{(b) Short pulses}

Let $\tau\ll T$ and $|\Delta|\ll\Omega$. Then $\Omega'\approx\Omega$ and $a\approx\pi/4$, and the second term in the bracket, which carries the factor $\Delta/\Omega'$, can be dropped. With $\sin^2a=\cos^2a=1/2$,
\begin{equation}
P=4\cdot\frac12\cdot\frac12\cos^2\frac{\Delta T}{2}
=\cos^2\frac{\Delta T}{2}=\frac{1+\cos\Delta T}{2}.
\label{ideal}
\end{equation}
The angle $\Delta T$ is the phase difference between the two paths. On resonance they add constructively and the atom is excited with certainty: two $\pi/2$ pulses of the same phase make a $\pi$ pulse.

The probability falls to $1/2$ at $\Delta T/2=\pm\pi/4$, that is, at $\Delta=\pm\pi/(2T)$. The full width is $\pi/T$ in angular frequency. Division by $2\pi$ gives
\begin{equation}
w_{\rm Ramsey}=\frac{1}{2T}\quad\text{(FWHM in hertz)}.
\end{equation}
Neighbouring maxima differ by $2\pi$ in $\Delta T$, so their spacing in hertz is $1/T$, twice the FWHM.

\subsection*{(c) Finite pulse length}

Let $p=|U_{eg}|^2=(\Omega/\Omega')^2\sin^2a$ be the excitation probability after one pulse. Since $U$ is unitary, $|U_{ee}|^2=1-p$, and we may write $U_{ee}=\sqrt{1-p}\,e^{i\beta}$. Near resonance, where $\cos a>0$,
\begin{equation}
\tan\beta=\frac{\Delta}{\Omega'}\tan a .
\end{equation}
Then $\mathrm{Re}(U_{ee}e^{i\varphi})=\sqrt{1-p}\cos(\varphi+\beta)$, and equation (\ref{full}) becomes
\begin{equation}
P=4p(1-p)\cos^2\left(\frac{\Delta T}{2}+\beta\right).
\label{envelope}
\end{equation}
The first factor sets the height of the fringes. The phase $\beta$ is the contribution of the pulses themselves.

Set $\varepsilon=\Delta/\Omega$. Then $\Omega'=\Omega\sqrt{1+\varepsilon^2}$, and because $\Omega\tau/2=\pi/4$,
\begin{equation}
a=\frac{\pi}{4}\sqrt{1+\varepsilon^2}=\frac{\pi}{4}+\frac{\pi\varepsilon^2}{8}+O(\varepsilon^4).
\end{equation}
The slope of the tangent at $\pi/4$ is 2, so $\tan a=1+\pi\varepsilon^2/4+O(\varepsilon^4)$. Also $\Delta/\Omega'=\varepsilon(1-\varepsilon^2/2)+O(\varepsilon^5)$. Hence
\begin{equation}
\tan\beta=\varepsilon+\left(\frac{\pi}{4}-\frac12\right)\varepsilon^3+O(\varepsilon^5).
\end{equation}
With $\arctan y=y-y^3/3+\dots$ this gives
\begin{equation}
\beta=\varepsilon-\left(\frac56-\frac{\pi}{4}\right)\varepsilon^3+O(\varepsilon^5).
\end{equation}
There is no quadratic term, and the cubic coefficient is only about $-0.05$. Using $1/\Omega=2\tau/\pi$, the total phase to leading order is
\begin{equation}
\frac{\Delta T}{2}+\frac{\Delta}{\Omega}
=\frac{\Delta}{2}\left(T+\frac{4\tau}{\pi}\right).
\end{equation}

For the height, $\sin^2a=\frac12(1-\cos2a)=\frac12(1+\pi\varepsilon^2/4)+O(\varepsilon^4)$. Multiplying by $(\Omega/\Omega')^2=1-\varepsilon^2+O(\varepsilon^4)$ gives
\begin{align}
p&=\frac12-\frac12\left(1-\frac{\pi}{4}\right)\varepsilon^2+O(\varepsilon^4),\\
4p(1-p)&=1-4\left(p-\tfrac12\right)^2
\approx1-\left(1-\frac{\pi}{4}\right)^2\varepsilon^4 .
\label{height}
\end{align}
The height therefore changes only in fourth order, and the half-maximum condition is again that the total phase equals $\pi/4$:
\begin{equation}
w_{\rm Ramsey}\approx\frac{1}{2\left(T+4\tau/\pi\right)} .
\label{corrected}
\end{equation}
At half maximum $\varepsilon\approx\tau/T$, so the relative error of this width is of order $(\tau/T)^3$. A numerical test of this law halves $\tau/T$ from 0.02 to 0.01; the error falls by a factor 7.67, close to the leading-order factor 8.

\subsection*{(d) A single pulse}

For one pulse of duration $D$ and Rabi frequency $\Omega_R=\pi/D$, the element $U_{eg}$ gives
\begin{equation}
P_1=\frac{\Omega_R^2}{\Omega_R^2+\Delta^2}
\sin^2\left(\frac{D}{2}\sqrt{\Omega_R^2+\Delta^2}\right).
\end{equation}
With $x=\Delta/\Omega_R$, $s=\sqrt{1+x^2}$ and $\Omega_RD=\pi$,
\begin{equation}
P_1=\frac{\sin^2(\pi s/2)}{s^2}.
\label{rabi}
\end{equation}
As $s$ grows from 1 to 2, both $\sin^2(\pi s/2)$ and $1/s^2$ decrease, so $P_1$ falls steadily from 1 to 0. For $s>2$ it stays below $1/4$. There is thus one half-maximum point on each side, given by
\begin{equation}
\sin^2\left(\frac{\pi}{2}\sqrt{1+x^2}\right)=\frac{1+x^2}{2}.
\end{equation}
The numerical solution is $x_h=0.7987$. The half-maximum detunings are $\pm x_h\pi/D$, and the FWHM in hertz is
\begin{equation}
w_{\rm Rabi}=\frac{1}{2\pi}\,\frac{2x_h\pi}{D}=\frac{x_h}{D}\approx\frac{0.799}{D}.
\end{equation}

In the short-pulse limit the Ramsey sequence lasts a time $T$, so equal duration means $D=T$. The ratio is
\begin{equation}
\frac{w_{\rm Rabi}}{w_{\rm Ramsey}}=2x_h\approx1.60 .
\end{equation}
The Ramsey fringe is narrower by this factor. For finite pulses the fair choice is $D=T+2\tau$, and equation (\ref{corrected}) gives
\begin{equation}
\frac{w_{\rm Rabi}}{w_{\rm Ramsey}}\approx2x_h\,\frac{T+4\tau/\pi}{T+2\tau}.
\label{ratio}
\end{equation}
Since $4/\pi<2$, the advantage shrinks as the pulses take up more of the total time.

The opposite limit, $T=0$, lies outside the range of equation (\ref{ratio}), but equation (\ref{full}) covers it. The bracket reduces to $\cos a$, so
\begin{equation}
P=4\frac{\Omega^2}{\Omega'^2}\sin^2a\cos^2a
=\frac{\Omega^2}{\Omega'^2}\sin^2(\Omega'\tau).
\end{equation}
This is the line of one $\pi$ pulse of duration $2\tau$. Without a dark time there is no advantage.

\subsection*{(e) Why the widths differ}

Near resonance the detuning can be treated as a perturbation, $V=-\hbar\Delta\sigma_z/2$. Let $\theta(t)$ be the pulse area accumulated up to time $t$, that is, the time integral of the Rabi frequency. On resonance the state and the state orthogonal to it evolve as
\begin{align}
|\psi\rangle&=\cos\tfrac{\theta}{2}|g\rangle-i\sin\tfrac{\theta}{2}|e\rangle,\\
|\chi\rangle&=\sin\tfrac{\theta}{2}|g\rangle+i\cos\tfrac{\theta}{2}|e\rangle .
\end{align}
The matrix element between them is
\begin{equation}
\langle\chi|\sigma_z|\psi\rangle
=-\sin\tfrac{\theta}{2}\cos\tfrac{\theta}{2}-\cos\tfrac{\theta}{2}\sin\tfrac{\theta}{2}
=-\sin\theta .
\end{equation}
First-order perturbation theory gives the amplitude transferred to $|\chi\rangle$:
\begin{equation}
c_\chi=-\frac{i}{\hbar}\int\langle\chi|V|\psi\rangle\,dt
=-\frac{i\Delta}{2}\int\sin\theta\,dt .
\end{equation}
Both schemes end at $\theta=\pi$, where $|\psi\rangle$ is $|e\rangle$ up to a phase and $|\chi\rangle=|g\rangle$. The loss of excitation is $|c_\chi|^2$, so to second order in $\Delta$
\begin{equation}
P\approx1-\left(\frac{\Delta T_{\rm eff}}{2}\right)^2,\qquad
T_{\rm eff}=\int\sin\theta(t)\,dt .
\end{equation}

In the Bloch picture $\sin\theta$ is the length of the projection of the Bloch vector on the equatorial plane. Detuning turns the vector about the polar axis. This has no effect on a vector at a pole and the greatest effect on one at the equator. The time $T_{\rm eff}$ measures how long the atom is exposed to the detuning, weighted by this sensitivity.

During each Ramsey pulse $\theta$ covers a quarter turn, which contributes $1/\Omega=2\tau/\pi$. In the dark time $\sin\theta=1$. For the single pulse $\theta=\pi t/D$. Hence
\begin{equation}
T_{\rm eff}^{\rm Ramsey}=T+\frac{4\tau}{\pi},\qquad
T_{\rm eff}^{\rm Rabi}=\int_0^D\sin\frac{\pi t}{D}\,dt=\frac{2D}{\pi}.
\end{equation}
The first is the time found in part (c). The Ramsey atom waits at the equator, while the atom in the single pulse merely passes through it. This argument fixes the curvature at the peak. The FWHM also depends on the line shape further out, so the ratio of the effective times is close to the ratio of the widths but in general not equal to it.

\subsection*{(f) Numerical values and limits}

For $T=10$ ms and $\tau=0.5$ ms the total duration is $10+2\times0.5=11$ ms. The short-pulse formula gives
\begin{equation}
w_{\rm Ramsey}=\frac{1}{2\times0.010\ \mathrm{s}}=50\ \mathrm{Hz},
\end{equation}
or 314 rad/s in angular frequency. With the pulse correction, $T+4\tau/\pi=10.637$ ms and
\begin{equation}
w_{\rm Ramsey}=\frac{1}{2\times0.010637\ \mathrm{s}}=47.01\ \mathrm{Hz}.
\end{equation}
Direct integration of the Schr\"odinger equation gives the same value to this precision. A $\pi$ pulse of the same total duration has
\begin{equation}
w_{\rm Rabi}=\frac{0.7987}{0.011\ \mathrm{s}}=72.6\ \mathrm{Hz}.
\end{equation}
The ratio is $72.6/47.0=1.54$, a little below the short-pulse value 1.60. The effective times are 10.64 ms and 7.00 ms, with ratio 1.52.

The probabilities at a few detunings show the two line shapes:
\begin{center}
\begin{tabular}{cccc}
$\delta$ (Hz) & Ramsey, ideal & Ramsey, finite $\tau$ & $\pi$ pulse, 11 ms\\
0 & 1.000 & 1.000 & 1.000\\
12.5 & 0.854 & 0.835 & 0.927\\
25 & 0.500 & 0.450 & 0.731\\
50 & 0.000 & 0.010 & 0.236
\end{tabular}
\end{center}
At 25 Hz the finite-pulse fringe is already below one half, because its half width is 23.5 Hz. At 50 Hz it is rising again: its first zero, where the total phase is $\pi/2$, lies near $1/(2\times10.637\ \mathrm{ms})=47.0$ Hz.

\paragraph{Neighbouring fringes.} The next Ramsey maximum lies at 94.0 Hz, as expected from $1/(10.637\ \mathrm{ms})$, and reaches 0.9999. Equation (\ref{height}) explains this height. The Rabi frequency is $\Omega/2\pi=500$ Hz, so $\varepsilon=94.0/500=0.188$, and the predicted loss is $(1-\pi/4)^2\varepsilon^4\approx6\times10^{-5}$. Height alone hardly distinguishes this fringe from the central one. The resonance must be known beforehand to better than about half a fringe spacing, or be located by other means, such as a second value of $T$: the central maximum stays at $\Delta=0$ while the others move. The $\pi$ pulse has no such ambiguity, since its first side lobe, at 121.8 Hz, reaches only 0.116.

\paragraph{Field strength.} The single pulse needs a Rabi frequency of 45.5 Hz, eleven times less than the 500 Hz of the Ramsey pulses. Both schemes have total pulse area $\pi$, but the Ramsey sequence delivers it in 1 ms instead of 11 ms. The comparison is thus made at equal duration, not at equal field strength.

\paragraph{Phase jumps.} Suppose that the source phase advances by an extra $\phi$ between short pulses. The drive in the second pulse is then $\cos(\omega t+\phi)$, and its excitation amplitude acquires the factor $e^{-i\phi}$. The phase difference between the paths becomes $\Delta T+\phi$, so
\begin{equation}
P=\cos^2\frac{\Delta T+\phi}{2}.
\end{equation}
The width is unchanged, but the central maximum moves to $\Delta=-\phi/T$. An unnoticed phase jump is therefore read as a frequency error.

\paragraph{Pulse-area errors.} If both short pulses have area $\Omega\tau=\alpha$ instead of $\pi/2$, then near resonance $p=\sin^2(\alpha/2)$ and $\tan\beta\approx(\Delta/\Omega)\tan(\alpha/2)$ in equation (\ref{envelope}). For $\alpha<\pi$ this replaces $T$ by $T+2\tau\tan(\alpha/2)/\alpha$. When $\tau\ll T$ and $\alpha$ is not close to $\pi$ the extra time is negligible, which gives $P=\sin^2\alpha\,\cos^2(\Delta T/2)$. The fringe becomes lower, but its FWHM, measured at half of its own peak, remains $1/(2T)$ in this limit. For finite pulses the width depends on the area through the extra time, weakly near $\alpha=\pi/2$ and strongly as $\alpha$ approaches $\pi$.

\paragraph{Spread of detuning.} If the atoms of a sample have detunings $\Delta+u$, with $u$ distributed symmetrically about zero, the average of equation (\ref{ideal}) is
\begin{equation}
\overline P=\frac12\left(1+C\cos\Delta T\right),\qquad C=\overline{\cos uT}.
\end{equation}
The sine term vanishes by symmetry. For $|u|T\ll1$ the contrast $C$ is close to 1. For a Gaussian distribution of standard deviation $s$, $C=e^{-s^2T^2/2}$, so the fringes fade when $s$ is much larger than $1/T$. The slope of the fringe halfway between maximum and minimum, which sets how strongly the signal responds to a small change of frequency, has magnitude $|C|T/2$. For the Gaussian distribution it grows with $T$ up to $T=1/s$ and falls beyond, so a longer dark time helps only up to that point. Other distributions can behave differently. For two equally populated sharp lines at $u=\pm s$, $C=\cos sT$, and the contrast returns at longer $T$.

\section*{Numbers as computed}
\begin{verbatim}
Dark time T: 10.000 ms
Length tau of each pi/2 pulse: 0.500 ms
Total duration T + 2 tau: 11.000 ms
Ramsey Rabi frequency Omega/(2 pi): 500.000 Hz
Single-pulse Rabi frequency: 45.455 Hz
Ideal Ramsey FWHM 1/(2T): 50.000 Hz
Ideal Ramsey FWHM, angular: 314.16 rad/s
Ideal Ramsey fringe spacing 1/T: 100.000 Hz
Finite-pulse Ramsey FWHM, integrated: 47.0077 Hz
Finite-pulse Ramsey FWHM, corrected formula: 47.0074 Hz
Half-maximum root x of pi pulse: 0.798685 (dimensionless)
FWHM of pi pulse lasting T: 79.869 Hz
FWHM of pi pulse lasting T + 2 tau: 72.6078 Hz
Width ratio Rabi/Ramsey, short-pulse limit: 1.5974
Width ratio Rabi/Ramsey, equal total time: 1.5446
Equatorial time, Ramsey: 10.6366 ms
Equatorial time, single pi pulse: 7.0028 ms
Next Ramsey maximum, detuning: 94.02 Hz
Next Ramsey maximum, probability: 0.99994
First Rabi side lobe, detuning: 121.82 Hz
First Rabi side lobe, probability: 0.11644
Cubic-error test, error ratio on halving tau/T: 7.67
Probabilities: ideal Ramsey, finite Ramsey, single pi pulse (11 ms)
Detuning 0.0 Hz: 1.0000, 1.0000, 1.0000
Detuning 12.5 Hz: 0.8536, 0.8354, 0.9265
Detuning 25.0 Hz: 0.5000, 0.4501, 0.7306
Detuning 50.0 Hz: 0.0000, 0.0100, 0.2358
\end{verbatim}
